# From Λ-S to ω-ω coupling in a π² shell: test program

```python
"""
Result under test: for two electrons in a pi shell the triplet ground term splits by
    D = E(Omega=1) - E(0+) = sqrt(K^2 + a^2) - K,   D -> a^2/(2K) when a << K,
because spin-orbit coupling mixes the 0+ parts of triplet Sigma- and singlet Sigma+.
a : separation of pi_3/2 and pi_1/2 (one-electron term a*l_z*s_z)
K : exchange integral (pi+ pi- | pi- pi+);  J : mean repulsion, energy of singlet Delta
The parameters of O2, S2, Se2, Te2 come from Dirac-Slater atoms and an LCAO pi* orbital.
Atomic units inside; energies are printed in cm^-1.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from pyscf import gto

alpha = constants.fine_structure
c = 1.0 / alpha
CM = constants.physical_constants["hartree-inverse meter relationship"][0] / 100
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10  # in angstrom

# ---------- radial Dirac equation in kinetically balanced Gaussians ----------
x = np.linspace(np.log(1e-7), np.log(60.0), 2000)
r = np.exp(x)
weight = r * (x[1] - x[0])
exponents = 0.03 * 2.0 ** np.arange(30)


def radial_basis(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    e = exponents[:, None]
    g = r ** (l + 1) * np.exp(-e * r**2)
    g /= np.sqrt((g**2 @ weight))[:, None]
    raw = ((l + 1 + kappa) / r - 2 * e * r) * g
    f = raw / np.sqrt((raw**2 @ weight))[:, None]
    n = len(exponents)
    metric = np.zeros((2 * n, 2 * n))
    metric[:n, :n] = (g * weight) @ g.T
    metric[n:, n:] = (f * weight) @ f.T
    return g, f, metric, c * (raw * weight) @ f.T


BASIS = {kappa: radial_basis(kappa) for kappa in (-1, 1, -2, 2, -3)}


def dirac_levels(kappa, potential, count):
    g, f, metric, coupling = BASIS[kappa]
    n = len(exponents)
    h = np.zeros((2 * n, 2 * n))
    h[:n, :n] = (g * (weight * potential)) @ g.T
    h[n:, n:] = (f * (weight * potential)) @ f.T - 2 * c**2 * metric[n:, n:]
    h[:n, n:] = coupling
    h[n:, :n] = coupling.T
    energy, vector = eigh(h, metric)
    first = np.searchsorted(energy, -c**2)  # skip negative-energy solutions
    return energy[first:first + count], vector[:, first:first + count]


def hydrogenic(Z, n, kappa):
    gamma = np.sqrt(kappa**2 - (Z * alpha) ** 2)
    ratio = Z * alpha / (n - abs(kappa) + gamma)
    return c**2 * (1 / np.sqrt(1 + ratio**2) - 1)


bare = -52.0 / r
e1s = dirac_levels(-1, bare, 1)[0][0]
e_half = dirac_levels(1, bare, 1)[0][0]
e_three = dirac_levels(-2, bare, 1)[0][0]
fs_ref = hydrogenic(52, 2, -2) - hydrogenic(52, 2, 1)
assert abs(e1s / hydrogenic(52, 1, -1) - 1) < 1e-4
assert abs((e_three - e_half) / fs_ref - 1) < 2e-3


def dirac_slater_atom(Z, shells):
    """shells = number of occupied s, p, d shells; the last p shell holds 4 electrons."""
    V = -(1 + (Z - 1) / (1 + 0.6 * Z ** (1 / 3) * r) ** 2) / r
    for _ in range(200):
        D = np.zeros_like(r)
        valence = {}
        for kappa in BASIS:
            l = kappa if kappa > 0 else -kappa - 1
            if shells[l] == 0:
                continue
            energy, vector = dirac_levels(kappa, V, shells[l])
            g, f = BASIS[kappa][:2]
            n = len(exponents)
            occupation = np.full(shells[l], 2.0 * abs(kappa))
            if l == 1:
                occupation[-1] *= 4 / 6
                valence[kappa] = (energy[-1], vector[:n, -1])
            P = vector[:n].T @ g
            Q = vector[n:].T @ f
            D += occupation @ (P**2 + Q**2)
        inner = cumulative_trapezoid(D, r, initial=0)
        outer = cumulative_trapezoid(D / r, r, initial=0)
        hartree = inner / r + outer[-1] - outer
        exchange = -np.cbrt(3 * D / (4 * np.pi * r**2) / np.pi)
        new = -Z / r + hartree + exchange
        change = np.max(np.abs(r * (new - V)))
        if change < 1e-7:
            break
        V = V + 0.4 * (new - V)
    assert change < 1e-7, "atomic field not converged"
    assert abs(D @ weight - Z) < 1e-6
    fine = valence[-2][0] - valence[1][0]
    c_half, c_three = valence[1][1], valence[-2][1]
    overlap = BASIS[1][2][:n, :n]
    c_half = c_half * np.sign(c_half @ overlap @ c_three)
    coef = c_half / 3 + 2 * c_three / 3
    coef = coef / np.sqrt(coef @ overlap @ coef)
    P = coef @ BASIS[1][0]
    pauli = (P**2 * np.gradient(V, r) / r) @ weight / (2 * c**2)
    return fine, 2 * fine / 3, pauli, coef, P


# ---------- pi* orbital of the dimer and its repulsion integrals ----------
def pi_star_integrals(symbol, coef, distance):
    shell = [1] + [[e, k] for e, k in zip(exponents, coef) if abs(k) > 1e-5]
    mol = gto.M(atom=[[symbol, (0, 0, 0)], [symbol, (0, 0, distance)]],
                basis={symbol: [shell]}, unit="Bohr", verbose=0)
    S = mol.intor("int1e_ovlp")[0, 3]
    C = np.zeros((6, 2))
    C[0, 0] = C[1, 1] = 1 / np.sqrt(2 - 2 * S)
    C[3, 0] = C[4, 1] = -1 / np.sqrt(2 - 2 * S)
    eri = mol.intor("int2e").reshape(6, 6, 6, 6)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C, optimize=True)
    return S, eri


# ---------- two-electron problem in the antisymmetric product space ----------
I2, I4 = np.eye(2), np.eye(4)
LZ = np.array([[0, -1j], [1j, 0]])  # in the real orbitals pi_x, pi_y
SX = np.array([[0, 1], [1, 0]]) / 2
SY = np.array([[0, -1j], [1j, 0]]) / 2
SZ = np.diag([0.5, -0.5])
columns = []
for i in range(4):
    for j in range(i + 1, 4):
        columns.append((np.kron(I4[i], I4[j]) - np.kron(I4[j], I4[i])) / np.sqrt(2))
ANTI = np.array(columns).T


def restrict(operator):
    return ANTI.T @ operator @ ANTI


def one_body(h):
    return restrict(np.kron(h, I4) + np.kron(I4, h))


jz = np.kron(LZ, I2) + np.kron(I2, SZ)
JZ = one_body(jz)
S2 = sum(one_body(np.kron(I2, s)) @ one_body(np.kron(I2, s)) for s in (SX, SY, SZ))
mirror = np.kron(np.diag([1, -1]), np.array([[0, -1], [1, 0]]))
MIRROR = restrict(np.kron(mirror, mirror))
p_half = (2.25 * I4 - jz @ jz) / 2  # projector on |omega| = 1/2
HALF2 = restrict(np.kron(p_half, p_half))
m_values, m_vectors = np.linalg.eigh(JZ)


def sector(m):
    return m_vectors[:, np.abs(m_values - m) < 1e-6]


def hamiltonian(eri, a):
    g = np.einsum("prqs,ac,bd->paqbrcsd", eri, I2, I2).reshape(16, 16)
    return restrict(g) + a * one_body(np.kron(LZ, SZ))


def levels(H, m):
    U = sector(m)
    energy, vector = np.linalg.eigh(U.conj().T @ H @ U)
    return energy, U @ vector


def splitting(H):
    return levels(H, 1)[0][0] - levels(H, 0)[0][0]


U0 = sector(0)
parity = np.linalg.eigvals(U0.conj().T @ MIRROR @ U0)
assert U0.shape[1] == 2 and np.allclose(parity, 1)  # both Omega=0 states are 0+

# ---------- the four dimers ----------
cases = [("O", 8, (2, 1, 0), 1.2), ("S", 16, (3, 2, 0), 1.9),
         ("Se", 34, (4, 3, 1), 2.2), ("Te", 52, (5, 4, 2), 2.6)]
a_list, K_list, D_list = [], [], []
print("Dirac-Slater atoms, LCAO pi*, one configuration; energies in cm^-1")
print(f"hydrogenic Z=52 2p separation: {(e_three-e_half)*CM:.0f}, formula {fs_ref*CM:.0f}")
for symbol, Z, shells, length in cases:
    fine, a, pauli, coef, P = dirac_slater_atom(Z, shells)
    S, eri = pi_star_integrals(symbol, coef, length / BOHR)
    K = 2 * eri[0, 1, 0, 1]
    J = eri[0, 0, 1, 1] + eri[0, 1, 0, 1]
    assert abs(eri[0, 0, 0, 0] - eri[0, 0, 1, 1] - K) < 1e-9

    # separated atoms: K must become half of the one-centre value (6/25) F2
    inner = cumulative_trapezoid(P**2 * r**2, r, initial=0)
    F2 = 2 * (P**2 * inner / r**3) @ weight
    K_far = 2 * pi_star_integrals(symbol, coef, 60.0)[1][0, 1, 0, 1]
    assert abs(K_far / (3 * F2 / 25) - 1) < 1e-3

    # Lambda-S limit: triplet Sigma-, singlet Delta, singlet Sigma+
    H0 = hamiltonian(eri, 0.0)
    assert np.allclose(np.linalg.eigvalsh(H0), J + K * np.array([-1, -1, -1, 0, 0, 1]),
                       atol=1e-9)

    H = hamiltonian(eri, a)
    zero, vectors = levels(H, 0)
    one, two = levels(H, 1)[0][0], levels(H, 2)[0][0]
    root = np.hypot(K, a)
    assert np.allclose([zero[0], one, two, zero[1]], [J - root, J - K, J, J + root],
                       atol=1e-9)
    ground = vectors[:, 0]
    singlet = 1 - np.vdot(ground, S2 @ ground).real / 2
    half2 = np.vdot(ground, HALF2 @ ground).real
    assert abs(singlet - (1 - K / root) / 2) < 1e-8
    assert abs(half2 - (1 + a / root) / 2) < 1e-8

    # without the coupling to singlet Sigma+ the triplet stays degenerate
    top = levels(H0, 0)[1][:, 1]
    Ps = np.outer(top, top.conj())
    Qs = np.eye(6) - Ps
    coupling = abs(np.vdot(levels(H0, 0)[1][:, 0], H @ top))
    assert abs(coupling - a) < 1e-9
    assert abs(splitting(Ps @ H @ Ps + Qs @ H @ Qs)) < 1e-10

    D = splitting(H)
    second = a**2 / (2 * K)
    if symbol == "O":
        assert abs(pauli / a - 1) < 0.02
        eri_O = eri
    eri_last = eri
    a_list.append(a)
    K_list.append(K)
    D_list.append(D)
    print(f"{symbol}2: bond length {length:.1f} angstrom, pi overlap S {S:.4f}")
    print(f"  atomic p3/2-p1/2 {fine*CM:.1f}, a = zeta {a*CM:.1f}")
    print(f"  Pauli expectation / zeta {pauli/a:.4f}")
    print(f"  K {K*CM:.0f}, separated-atom K {K_far*CM:.0f}, a/K {a/K:.5f}")
    print(f"  Lambda-S terms above triplet: Delta {K*CM:.0f}, Sigma+ {2*K*CM:.0f}")
    print(f"  levels above X0+: 1 {(one-zero[0])*CM:.3f}, 2 {(two-zero[0])*CM:.1f},"
          f" 0+ {(zero[1]-zero[0])*CM:.1f}")
    print(f"  splitting D {D*CM:.3f}, a^2/(2K) {second*CM:.3f}, ratio {second/D:.5f}")
    print(f"  ground 0+: singlet weight {singlet:.3e}, (1/2)^2 weight {half2:.4f}")

# ---------- limits and trend ----------
K_O = K_list[0]
weak = [splitting(hamiltonian(eri_O, t * K_O)) / K_O for t in (0.05, 0.1)]
order_weak = np.log2(weak[1] / weak[0])
fourth = (weak[1] - 0.1**2 / 2) / 0.1**4
strong = splitting(hamiltonian(eri_O, 20 * K_O)) / K_O
assert abs(order_weak - 2) < 0.01
assert abs(fourth + 1 / 8) < 0.002
assert abs(strong - (20 - 1 + 1 / 40)) < 1e-3
assert np.all(np.diff(a_list) > 0) and np.all(np.diff(K_list) < 0)
assert np.all(np.diff(D_list) > 0)
a_only = splitting(hamiltonian(eri_O, a_list[-1]))
K_only = splitting(hamiltonian(eri_last, a_list[0]))
assert a_only > K_only
print(f"power of a in D at weak coupling: {order_weak:.4f}")
print(f"coefficient of a^4/K^3 at weak coupling: {fourth:.4f}")
print(f"D/K at a/K = 20: {strong:.4f}")
print(f"D with a of Te2 and K of O2: {a_only*CM:.1f}")
print(f"D with a of O2 and K of Te2: {K_only*CM:.3f}")
print(f"growth O2 to Te2: a x{a_list[-1]/a_list[0]:.2f}, K x{K_list[-1]/K_O:.3f},"
      f" D x{D_list[-1]/D_list[0]:.0f}")
print(f"spin-spin scale alpha^2/R^3 for O2: {alpha**2/(1.2/BOHR)**3*CM:.2f}")
print("finished without a failed check")
```

Output:

```
Dirac-Slater atoms, LCAO pi*, one configuration; energies in cm^-1
hydrogenic Z=52 2p separation: 2936302, formula 2936311
O2: bond length 1.2 angstrom, pi overlap S 0.2523
  atomic p3/2-p1/2 292.9, a = zeta 195.3
  Pauli expectation / zeta 1.0012
  K 10642, separated-atom K 8452, a/K 0.01835
  Lambda-S terms above triplet: Delta 10642, Sigma+ 21285
  levels above X0+: 1 1.791, 2 10644.2, 0+ 21288.4
  splitting D 1.791, a^2/(2K) 1.792, ratio 1.00008
  ground 0+: singlet weight 8.415e-05, (1/2)^2 weight 0.5092
S2: bond length 1.9 angstrom, pi overlap S 0.2477
  atomic p3/2-p1/2 679.6, a = zeta 453.1
  Pauli expectation / zeta 1.0063
  K 6728, separated-atom K 5582, a/K 0.06734
  Lambda-S terms above triplet: Delta 6728, Sigma+ 13457
  levels above X0+: 1 15.238, 2 6743.5, 0+ 13487.1
  splitting D 15.238, a^2/(2K) 15.255, ratio 1.00113
  ground 0+: singlet weight 1.130e-03, (1/2)^2 weight 0.5336
Se2: bond length 2.2 angstrom, pi overlap S 0.2169
  atomic p3/2-p1/2 3044.1, a = zeta 2029.4
  Pauli expectation / zeta 1.0371
  K 6154, separated-atom K 5196, a/K 0.32978
  Lambda-S terms above triplet: Delta 6154, Sigma+ 12308
  levels above X0+: 1 325.993, 2 6479.8, 0+ 12959.6
  splitting D 325.993, a^2/(2K) 334.628, ratio 1.02649
  ground 0+: singlet weight 2.515e-02, (1/2)^2 weight 0.6566
Te2: bond length 2.6 angstrom, pi overlap S 0.1968
  atomic p3/2-p1/2 6429.8, a = zeta 4286.5
  Pauli expectation / zeta 1.1151
  K 5372, separated-atom K 4600, a/K 0.79787
  Lambda-S terms above triplet: Delta 5372, Sigma+ 10745
  levels above X0+: 1 1500.513, 2 6873.0, 0+ 13745.9
  splitting D 1500.513, a^2/(2K) 1710.057, ratio 1.13965
  ground 0+: singlet weight 1.092e-01, (1/2)^2 weight 0.8118
power of a in D at weak coupling: 1.9973
coefficient of a^4/K^3 at weak coupling: -0.1244
D/K at a/K = 20: 19.0250
D with a of Te2 and K of O2: 830.8
D with a of O2 and K of Te2: 3.548
growth O2 to Te2: a x21.95, K x0.505, D x838
spin-spin scale alpha^2/R^3 for O2: 1.00
finished without a failed check
```
